# Electromigration lifetimes: void nucleation, drift growth and their current exponents

## Three scalings

A metal line carries a constant current density \(j\) at fixed temperature. Its cathode end, at \(x=0\), lets no atoms in. The electron wind pushes atoms towards \(+x\), so tension builds up at the cathode until a void forms, and the void then grows.

Three quantities describe the stress problem:

- \(G\), proportional to \(j\), the stress gradient that would balance the wind (stress per length);
- \(\kappa\), independent of \(j\), the diffusivity of stress (length squared per time);
- \(\Delta\sigma=\sigma_c-\sigma_T\), the rise from the initial uniform stress \(\sigma_T\) to the critical stress \(\sigma_c\).

While the far end is not felt, there is no other length. The one time they can form is
\[
t_n\propto\frac{(\Delta\sigma/G)^2}{\kappa}\propto j^{-2}.
\]

A void needs one more quantity, the modulus \(B\) that converts stress into strain. The void length is a strain times the diffusion length \(\sqrt{\kappa s}\), where \(s\) is the growth time. If the wind supplies the stress, its scale is \(G\sqrt{\kappa s}\), and
\[
\ell\propto\frac{G\sqrt{\kappa s}}{B}\sqrt{\kappa s}=\frac{\kappa G}{B}s .
\]
The time to a fixed length then varies as \(j^{-1}\). If tension already stored in the line supplies it, the scale is \(\sigma_c\), and \(\ell\propto(\sigma_c/B)\sqrt{\kappa s}\) does not contain \(j\). A void that has just nucleated sits in a line with stored tension, so the first-power law needs a condition, derived below.

## The stress equation

Tension is positive. Let \(\Omega\) be the atomic volume, \(D\) the effective atomic diffusivity, \(\rho\) the resistivity and \(Z\) the magnitude of the effective charge number. Tension lowers the chemical potential of an atom by \(\Omega\sigma\), which gives a force \(\Omega\,\partial\sigma/\partial x\). The wind adds \(eZ\rho j\). With mobility \(D/kT\) and concentration \(1/\Omega\), the flux is
\[
J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+eZ\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad G=\frac{eZ\rho j}{\Omega}.
\]

Atom conservation is \(\partial C/\partial t=-\partial J/\partial x\). In a confined line, losing atoms raises the tension: \(dC/C=-d\sigma/B\). For small strain \(C\) may be replaced by \(1/\Omega\) on the left, so \(dC=-d\sigma/(\Omega B)\) and
\[
\frac{\partial\sigma}{\partial t}=\Omega B\frac{\partial J}{\partial x}
=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad
\kappa=\frac{DB\Omega}{kT}.
\]
This is Korhonen's equation. With uniform \(G\) it is a diffusion equation, and the current enters through the boundary.

## Simple case: a blocked end of a long line

Write \(u=\sigma-\sigma_T\). It starts at zero and vanishes far away. Zero flux at the cathode requires \(\partial u/\partial x=-G\) there. The area under \(u\) therefore grows at the rate
\[
\frac{d}{dt}\int_0^\infty u\,dx=-\kappa\left.\frac{\partial u}{\partial x}\right|_0=\kappa G .
\]
A unit area released at a reflecting wall spreads as
\[
K(x,\tau)=\frac{e^{-x^2/4\kappa\tau}}{\sqrt{\pi\kappa\tau}},\qquad \int_0^\infty K\,dx=1 .
\]
Adding the releases of all earlier times gives
\[
u(x,t)=\kappa G\int_0^t K(x,\tau)\,d\tau .
\]

To check the boundary condition, use \(\partial K/\partial x=-(x/2\kappa\tau)K\) and substitute \(w=x/(2\sqrt{\kappa\tau})\). The factors of \(x\) and \(w\) cancel, leaving
\[
\frac{\partial u}{\partial x}=-G\frac{2}{\sqrt\pi}\int_{x/2\sqrt{\kappa t}}^\infty e^{-w^2}dw
=-G\,\mathrm{erfc}\frac{x}{2\sqrt{\kappa t}},
\]
which tends to \(-G\) at the wall. The stress rise at the end is
\[
u(0,t)=\kappa G\int_0^t\frac{d\tau}{\sqrt{\pi\kappa\tau}}=2G\sqrt{\frac{\kappa t}{\pi}} .
\]
Setting this equal to \(\Delta\sigma\) and squaring gives
\[
\boxed{t_n=\frac{\pi(\sigma_c-\sigma_T)^2}{4G^2\kappa}\propto j^{-2}}
\]
at fixed temperature, \(\sigma_T\) and \(\sigma_c\).

## First limit: the far end is felt

Let the line have length \(L\), with both ends blocked. The steady state has zero flux everywhere, so its slope is \(-G\). Conservation keeps the mean of \(u\) at zero, hence \(u_\infty=G(L/2-x)\). Its cosine coefficients follow from one integration by parts, whose boundary term vanishes:
\[
\frac{2G}{L}\int_0^L\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx
=\frac{2GL}{n^2\pi^2}(1-\cos n\pi).
\]
This is \(4GL/(n\pi)^2\) for odd \(n\) and zero for even \(n\). Each cosine of the departure from the steady state decays at its own rate, so
\[
\frac{u(0,t)}{GL}=h(\tau)=\frac12-\sum_{n\ \mathrm{odd}}\frac{4}{(n\pi)^2}e^{-n^2\pi^2\tau},\qquad \tau=\frac{\kappa t}{L^2}.
\]

The rise of the end stress above \(\sigma_T\) cannot exceed \(GL/2\). Nucleation therefore requires \(j>j_B\), with
\[
j_B=\frac{2\Delta\sigma\,\Omega}{eZ\rho L}.
\]
Define the local current exponent of a time \(t\) as \(-d\ln t/d\ln j\). Differentiating \(GLh(\tau)=\Delta\sigma\) logarithmically gives \(d\ln j+(\tau h'/h)\,d\ln t=0\), so the exponent is \(h/(\tau h')\). Early on \(h=2\sqrt{\tau/\pi}\), and the exponent is 2. Near threshold, \(h\) approaches \(1/2\) while \(\tau h'\) goes to zero, and the exponent diverges.

Evaluating the series gives exponents of 4.57, 3.16, 2.25 and 2.02 at \(j/j_B=1.1\), 1.2, 1.5 and 2. The inverse-square law is thus accurate to about one per cent in the exponent from twice the threshold upwards.

## Simple case: an old void in a stress-free line

Now let a void span the cross-section at \(x=0\), with a conducting liner carrying the current past it. The void surface can give up atoms, so the flux there is no longer zero. Its stress is held at \(\sigma_s\), for the moment zero. Each departing atom adds a volume \(\Omega\) to the void:
\[
\frac{d\ell}{ds}=\Omega J(0)=\frac{\kappa}{B}\left(\left.\frac{\partial\sigma}{\partial x}\right|_0+G\right).
\]
If the line starts without stress, \(\sigma=0\) satisfies the diffusion equation, the void condition and the initial condition until the far end is felt. Then
\[
\boxed{\ell=vs,\qquad v=\frac{\kappa G}{B}=\frac{DeZ\rho j}{kT}}
\]
and the time to a given length is \(\ell/v\propto j^{-1}\). The surface's own motion does not alter this result, because \(\sigma=0\) holds wherever the surface lies. In a stressed line, treated next, that motion is neglected, which requires \(\ell\ll\sqrt{\kappa s}\).

## Generalization: a void that has just nucleated

Assume that at \(t_n\) a void of negligible volume spans the line, and that its surface stress becomes \(\sigma_s\) at once. The stress measured from \(\sigma_s\) then diffuses with value zero at \(x=0\). It starts as a constant \(\sigma_T-\sigma_s\) plus the electromigration part \(u(x,t_n)\). The problem is linear, so each part can be followed separately.

**The constant part** evolves as \((\sigma_T-\sigma_s)\,\mathrm{erf}(x/2\sqrt{\kappa s})\), with slope \((\sigma_T-\sigma_s)/\sqrt{\pi\kappa s}\) at the void. Multiplying by \(\kappa/B\) and integrating over time gives the void length \(2(\sigma_T-\sigma_s)\sqrt{\kappa s/\pi}/B\).

**The electromigration part** starts with area \(\kappa Gt_n\), by the area law above. Area lost through the void surface becomes void length after division by \(B\). If a fraction \(f\) remains at time \(s\), the contribution is
\[
\frac{\kappa Gt_n(1-f)}{B}=vt_n(1-f).
\]

To find \(f\), place a unit area at \(x\) and add a negative image at \(-x\), so that the stress vanishes at the wall. The area left on the positive side is the integral of a Gaussian from \(-x\) to \(x\), which is \(\mathrm{erf}(x/2\sqrt{\kappa s})\). Averaging over the kernel \(K(x,\tau)\), with \(x=2\sqrt{\kappa\tau}\,y\) and \(b=\sqrt{\tau/s}\), gives
\[
I(b)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-y^2}\mathrm{erf}(by)\,dy,\qquad
\frac{dI}{db}=\frac4\pi\int_0^\infty y\,e^{-(1+b^2)y^2}dy=\frac{2}{\pi(1+b^2)} .
\]
Since \(I(0)=0\), \(I=(2/\pi)\arctan b\). Now average over \(\tau=qt_n\), with \(r=s/t_n\), and integrate by parts with \(q+r\) as the antiderivative of 1:
\[
f=\frac2\pi\int_0^1\arctan\sqrt{\frac qr}\,dq
=\frac2\pi\left\{\left[(q+r)\arctan\sqrt{\frac qr}\right]_0^1-\int_0^1\frac{\sqrt r}{2\sqrt q}\,dq\right\}.
\]
The last integral is \(\sqrt r\), so
\[
f(r)=\frac2\pi\left[(1+r)\arctan\frac1{\sqrt r}-\sqrt r\right].
\]
Adding the drift term gives the void length
\[
\boxed{\ell(s)=v\left[s+t_n(1-f)\right]+\frac{2(\sigma_T-\sigma_s)}{B}\sqrt{\frac{\kappa s}{\pi}}}
\]

### Young void, \(s\ll t_n\)

Use \(\arctan(1/\sqrt r)=\pi/2-\sqrt r+r^{3/2}/3-\dots\) to obtain
\[
r+1-f=\frac4\pi\sqrt r\left(1+\frac r3+\dots\right).
\]
The term linear in \(r\), which would be drift, has cancelled. Since \(v\sqrt{t_n}=\sqrt{\pi\kappa}\,\Delta\sigma/(2B)\), the first part of \(\ell\) becomes \(2\Delta\sigma\sqrt{\kappa s/\pi}/B\). Adding the second part,
\[
\ell\simeq\frac{2(\sigma_c-\sigma_s)}{B}\sqrt{\frac{\kappa s}{\pi}},
\]
without \(j\). The reason is visible at the end of nucleation: the slope at the blocked end is \(-G\), so back-stress balances the wind there. What first opens the void is the sudden release of its surface.

If instead \(j=0\) and a void is introduced into a uniformly tensile line, there is no drift and no stress stored by current, so only the constant part, the last term of the full formula, remains. (This is not the limit \(j\to0\) of that formula, in which the current first raises the end stress to \(\sigma_c\), however slowly.) That is stress migration, with the same square-root growth.

### Old void, \(s\gg t_n\)

Here \(\arctan(1/\sqrt r)=r^{-1/2}-r^{-3/2}/3+\dots\), so \(f\simeq4/(3\pi\sqrt r)\) tends to zero. Let \(T=t_n+s\) be the total time. Rearranging the void length gives
\[
T=\frac{\ell}{v}+t_nf-\frac{2(\sigma_T-\sigma_s)}{vB}\sqrt{\frac{\kappa s}{\pi}} .
\]
The nucleation time is not simply added to \(\ell/v\), because the void recovers the tension stored while it was being prepared. At fixed \(\ell\) and large \(j\), \(s\) approaches \(\ell/v\). The last term divided by \(\ell/v\) then falls as \(\sqrt s\propto j^{-1/2}\), and the exponent of \(T\) tends to 1, slowly unless \(\sigma_T=\sigma_s\).

When \(\sigma_T-\sigma_s\) is small compared with \(\Delta\sigma\), the two regimes meet roughly where \(vt_n=\ell\). Since \(vt_n=\pi\Delta\sigma^2/(4GB)\), this defines a crossover current \(j_\times\), with
\[
\frac{j_\times}{j_B}=\frac{\pi\,\Delta\sigma\,L}{8B\ell}.
\]
The total lifetime keeps an exponent near 2 while \(t_n\) is much longer than the growth time, which is then the young-void time \(s_0=\pi B^2\ell^2/[4\kappa(\sigma_c-\sigma_s)^2]\). Setting \(t_n=s_0\) gives \(G=\Delta\sigma(\sigma_c-\sigma_s)/(B\ell)\), a current \(j_*\) with
\[
\frac{j_*}{j_B}=\frac{(\sigma_c-\sigma_s)L}{2B\ell}.
\]
For \(\sigma_T\ge\sigma_s\), a wide range with exponent near 2 needs this ratio to be large; otherwise the exponent merely passes through 2 on its way down from the threshold. When \(\sigma_T=\sigma_s\), \(j_*=4j_\times/\pi\) and the two currents say the same thing. When \(\sigma_T\) lies close to \(\sigma_c\), \(j_*\) is far above \(j_\times\). With \(\sigma_T=49\) MPa, \(\sigma_c=50\) MPa, \(\sigma_s=0\), \(B=20\) GPa, \(L=400\) µm and \(\ell=10\) nm, \(j_\times/j_B\) is 0.79 but \(j_*/j_B\) is 50. The exponent stays within 0.1 of 2 from about \(1.8j_B\) to \(11j_B\), and then drops to about 0.3, where the current-free \(s_0\) dominates.

## A copper line in an accelerated test

Take rough values for a narrow copper interconnect at 573 K: \(D=10^{-12}\) cm²/s, \(B=20\) GPa, \(\Omega=0.0118\) nm³, \(Z=1\), \(\rho=5\) µΩ cm, \(\sigma_T=10\) MPa and \(\sigma_c=50\) MPa. The line is 400 µm long, 100 nm wide and 200 nm thick. It fails when the void is 100 nm long, and \(\sigma_s=0\).

At \(j=1\) MA/cm² the definitions give \(G=6.79\) MPa/µm and \(\kappa=2.98\times10^{-3}\) µm²/s. Then
\[
t_n=\frac\pi4\,\frac{(40/6.79)^2}{2.98\times10^{-3}}\ \mathrm{s}\approx9.1\times10^3\ \mathrm{s}=2.5\ \mathrm{h}.
\]
The drift speed is \(v=3.65\) nm/h, so drift alone would need 27.4 h. Solving the full formula for \(s\) by root finding gives 22.8 h, with \(r=9.0\) and \(f=0.139\). The void length is then
\[
83.2\ (\text{drift})+8.0\ (\text{stored by current})+8.8\ (\text{initial tension})=100\ \mathrm{nm}.
\]

Repeating this at other currents, temperature held fixed, gives the table. The exponents \(n_s\) and \(n_T\) belong to \(s\) and \(T\), and come from finite differences in \(\ln j\).

| \(j\) (MA/cm²) | \(t_n\) (h) | \(s\) (h) | \(T\) (h) | \(n_s\) | \(n_T\) |
|---|---|---|---|---|---|
| 0.10 | 254 | 97 | 351 | 0.28 | 1.52 |
| 0.25 | 40.6 | 65.0 | 105.6 | 0.60 | 1.14 |
| 0.50 | 10.2 | 40.3 | 50.5 | 0.77 | 1.02 |
| 1.00 | 2.5 | 22.8 | 25.4 | 0.87 | 0.98 |
| 2.00 | 0.6 | 12.3 | 12.9 | 0.92 | 0.98 |

A finite-volume solution of the conservation law on 400 cells reproduces these nucleation and growth times within 0.01 % of the formulas. It also confirms the young-void limit: a new 10 nm void takes 1.17 h at 0.1 MA/cm² and 1.16 h at 0.2 MA/cm², against 1.17 h from the formula without \(j\).

The crossover current is 0.093 MA/cm². Above it \(n_T\) falls towards 1 and even dips slightly below. The expression for \(T\) explains the dip. The initial-tension term shortens \(T\) by a fraction that shrinks as \(j\) rises, so \(T\) falls less steeply than \(j^{-1}\). The term \(t_nf\) acts the other way but dies out faster, as \(j^{-3/2}\) relative to \(\ell/v\).

At 0.1 MA/cm² the sum \(t_n+\ell/v\) would be 528 h instead of 351 h. The threshold of this line is about 0.029 MA/cm², only a factor 3.1 below the crossover and a factor 5 below \(j_*\). The total lifetime therefore has no wide range with exponent 2, although \(t_n\) itself does.

## What a real line changes

The temperature and the upper currents are those of an accelerated test. The material values are rough, and \(D\) varies strongly with interfaces and grains. A uniform change of \(D\) rescales all times by the same factor and leaves the exponents alone; a variation along the line does not. The following estimates use the example's numbers.

**Heating.** Treat the heat path as a column of dielectric 1 µm deep, with conductivity 0.3 W/(m K) and no lateral spreading. This is an upper estimate for this path: two-dimensional conduction gives about half of it for an array of equally heated lines at 200 nm pitch, and about a twentieth for an isolated line. The rise \(\Delta T=j^2\rho\times(\text{line thickness})\times(\text{depth})/(\text{conductivity})\) is 3.3 K at 1 MA/cm² and 13 K at 2 MA/cm². If \(D\) has activation energy \(E_a=0.9\) eV, then \(\Delta T\propto j^2\) adds about \(2E_a\Delta T/(kT^2)\) to the exponent, where this \(T\) is the temperature: 0.21 and 0.85. These are first-order values, somewhat high at the upper current, and they leave out the tension lost as the line expands. For the isolated line the rise is only about 0.7 K at 2 MA/cm² and adds about 0.04; for the dense array it adds 0.3 to 0.4. Where heating is of that larger size, and the surroundings rather than the line are held at fixed temperature, an exponent well above 1 at high current would not by itself identify nucleation.

**Capillarity.** Suppose the end of the void is a cylindrical surface that bulges into the metal, with a radius of half the line width. With a rough surface energy of 1.7 J/m² it carries \(\sigma_s=34\) MPa. This exceeds \(\sigma_T\), so the last term of \(\ell(s)\) changes sign. Growth at 1 MA/cm² then takes 32 h instead of 23 h, and the total exceeds \(t_n+\ell/v\). Whether the simple sum is too long or too short thus depends on the surface stress.

**Smaller effects.** The ratio \(\Omega\sigma_c/kT=0.075\) suggests changes of \(D\) with stress of order 8 %. The elastic strain \(\sigma_c/B\) is 0.25 %. The void length is 0.6 % of the diffusion length \(\sqrt{\kappa s}=15.7\) µm, so neglecting the surface's motion is safe here.

**Temperature of use.** Cooling to 378 K lowers \(D\) by a factor of about \(10^4\) with the same \(E_a\). It also changes \(\sigma_T\). A rough expansion mismatch of 14 ppm/K gives an added elastic tension of \(3B\times14\times10^{-6}\times195\approx164\) MPa, if nothing relaxes. That is above the assumed \(\sigma_c\), so in this model the line would void without current. The table cannot be carried to use conditions through \(D\) alone; \(\sigma_T\) and \(\sigma_c\) must be known there too.

All numerical values are calculated from the stated model.
